# The Ielmini–Zhang hyperbolic-sine subthreshold current from trap-to-trap hopping

Let electrons in an amorphous chalcogenide film hop between neighbouring traps a distance $d$ apart along an applied force $F$. Call the forward hopping flux per trap $R_+(F)$ and the backward flux $R_-(F)$. The disordered film has, on average, no preferred direction, so reversing the force exchanges the two fluxes: $R_-(F)=R_+(-F)$. If the hops are thermally activated and the traps are occupied as in local equilibrium, the fluxes differ by the Boltzmann factor of the energy $Fd$ that one forward hop releases, $R_+/R_-=e^{Fd/kT}$. Write $G=\sqrt{R_+R_-}$, which is even in $F$. Then $R_\pm=G\,e^{\pm Fd/2kT}$ and

$$
R_+-R_-=2G(F)\sinh\frac{Fd}{2kT}.
$$

The half in the argument comes from sharing the energy $Fd$ symmetrically between the two directions. The even function $G$ is a rate, so it must be an attempt rate $1/\tau$ times a dimensionless number. To turn a flux per trap into a current we need another pure number, the number of traps that can feed a given plane. With $N$ traps per volume and film area $A$, the combination $NAd$ is of this kind. Symmetry, local equilibrium and dimensions thus give a frame for the answer. Any current that is odd in $F$ can be written in this way, however, so the physical content lies in $G$. The microscopic calculation has to supply $G$, justify the local-equilibrium occupation while a current flows, and show when $G$ may be taken as independent of the field.

The algebra uses atomic units, in which the elementary charge is one, and $kT$ is an energy. The film has thickness $u$, and the electron's potential energy falls by $V$ across it, so that $F=V/u$ in a uniform field. An energy drop of 1 eV corresponds to an applied voltage of 1 V. The current $I$ counts electrons per unit time along $F$; the conventional electric current has the opposite direction. Trap energies $E_i$, the Fermi level $E_F$ and the mobility edge $E_{\rm edge}$ are all measured in a local frame that slides down with the potential $-Fz$.

Consider first the barrier between two neighbouring traps at $z=0$ and $z=d$. Each trap, when empty, attracts the electron with a Coulomb potential screened by the permittivity $\kappa$. The charge of the other empty traps is assumed to be compensated on average. Relative to the mobility edge at the source trap, the electron's energy between the traps is

$$
U(z)=-\frac{1}{\kappa z}-\frac{1}{\kappa(d-z)}-Fz .
$$

Measure position from the midpoint by setting $z=\tfrac d2(1+s)$, with $-1<s<1$. The two Coulomb terms combine as

$$
\frac1z+\frac1{d-z}=\frac2d\left(\frac1{1+s}+\frac1{1-s}\right)=\frac{4}{d(1-s^2)} .
$$

With the abbreviations $a=4/(\kappa d)$ and $b=Fd/2$, this gives

$$
U=-\frac{a}{1-s^2}-b-bs .
$$

At zero field the maximum is at $s=0$ and has the value $-a$. The zero-field barrier top is therefore

$$
E_B=E_{\rm edge}-\frac{4}{\kappa d}.
$$

It lies below the mobility edge because the two Coulomb wells overlap. The size of this lowering belongs to an isolated pair of wells. In a cubic array of such traps with a uniform neutralising background, the saddle lies close to the mean potential instead, although its curvature along the hop is nearly the same. For a real film $E_B-E_F$ is therefore best treated as a parameter, and $a$ as a measure of the curvature of the barrier.

With the field on, define $w$ by writing the maximum as $-a-b+w$. Then

$$
w=a+\max_s\left[-\frac{a}{1-s^2}-bs\right].
$$

Changing the sign of $b$ can be undone by changing the sign of $s$, so $w$ is even in the field. It is also non-negative, because the bracket already equals $-a$ at $s=0$. To find its size, expand $1/(1-s^2)=1+s^2+s^4+\dots$, which gives

$$
w=\max_s\left[-as^2-bs-as^4-\dots\right].
$$

The first two terms are stationary at $s_0=-b/(2a)$, where they contribute $-b^2/4a+b^2/2a=b^2/4a$. The quartic term contributes $-as_0^4=-b^4/(16a^3)$. It also displaces the maximum by an amount of order $s_0^3$, but near a stationary point this changes the value only at order $as_0^6$. Hence

$$
w=\frac{b^2}{4a}-\frac{b^4}{16a^3}+\dots=\frac{\kappa F^2d^3}{64}-\frac{b^4}{16a^3}+\dots
$$

The linear term $-b$ is the field energy at the midpoint. The term $w$ appears because the saddle moves uphill, towards the source trap, and so gains less from the field than a saddle fixed at the midpoint would. To leading order this loss is $b^2/2a$, and the lower Coulomb energy at the new position offsets half of it.

Seen from the source, the barrier top is at $E_B-b+w$. The local frame at the target trap lies lower by $Fd=2b$, so the same saddle seen from there is at $E_B+b+w$. An electron in trap $i$ therefore hops forward, and one in trap $i+1$ hops backward, at the rates

$$
k_i^{+}=\frac1\tau e^{-(E_B-b+w-E_i)/kT},\qquad
k_{i+1}^{-}=\frac1\tau e^{-(E_B+b+w-E_{i+1})/kT}.
$$

The attempt time $\tau$ is defined for each direction separately. It must be the same for the two directions on one link, since otherwise a current would flow in equilibrium at zero field. We also take it to be the same on every link, which is a simplifying assumption. These expressions assume passage over the barrier without tunnelling, and barriers of several $kT$ as seen from every trap.

Now consider the occupations. Let the participating traps lie several $kT$ above the Fermi level, so that they are mostly empty. In local equilibrium the occupation is then

$$
f_i=e^{-(E_i-E_F)/kT}.
$$

Multiplying by the rates gives

$$
f_ik_i^+=K e^{b/kT},\qquad f_{i+1}k_{i+1}^-=K e^{-b/kT},\qquad
K=\frac1\tau e^{-(E_B-E_F+w)/kT}.
$$

The trap energies have cancelled. A deep trap releases its electron slowly but is occupied more often, and in the product the two effects compensate. This is why traps spread over a range of energies can be represented by their total density $N$.

It remains to show that local equilibrium survives when a current flows. Let $f_i=\lambda_i e^{-(E_i-E_F)/kT}$ with unknown factors $\lambda_i$, in a chain whose end traps, $0$ and $n$, are held by the contacts at $\lambda_0=\lambda_n=1$. In a steady state the net flux $J$ is the same on every link:

$$
K\left(\lambda_i e^{b/kT}-\lambda_{i+1}e^{-b/kT}\right)=J .
$$

For $b\neq0$ this linear recursion has the general solution

$$
\lambda_i=C+D\,e^{2bi/kT}.
$$

The constant part carries the flux $J=2KC\sinh(b/kT)$. The exponential part carries none, because $e^{b/kT}-e^{2b/kT}e^{-b/kT}=0$. The condition at $i=0$ requires $C+D=1$, and that at $i=n$ requires $C+De^{2bn/kT}=1$. Subtracting them gives $D=0$ and so $C=1$. Local equilibrium is thus the unique steady state of this dilute chain, even with unequal trap depths, and

$$
J=2K\sinh\frac{b}{kT}.
$$

The dilute treatment ignores the rule that a trap holds at most one electron. To include it, use the Fermi occupation, for which $f_i=(1-f_i)e^{-(E_i-E_F)/kT}$, and multiply each rate by the probability that the destination is empty. This treats the occupations of different traps as independent. The forward flux becomes $Ke^{b/kT}(1-f_i)(1-f_{i+1})$, and the backward flux acquires the same factor. The hyperbolic sine is unchanged, but the factor now varies from link to link. The occupations must then readjust slightly to keep the current uniform. For traps well above $E_F$ the factor is close to one and the readjustment is small.

To pass from the flux per trap to the current, take a plane perpendicular to the field. An electron crosses it forward in one hop if its trap lies within $d$ on the upstream side. That slab has volume $Ad$ and contains $NAd$ traps. The same number on the downstream side can send electrons back. Multiplying $J$ by $NAd$ and inserting $b=Vd/(2u)$ gives

$$
I=\frac{2NAd}{\tau}\,e^{-(E_B-E_F+w)/kT}\sinh\frac{Vd}{2ukT}.
$$

If $w\ll kT$, the remaining field dependence of the prefactor can be dropped:

$$
I=\frac{2NAd}{\tau}\,e^{-(E_B-E_F)/kT}\sinh\!\left(\frac{Vd}{2ukT}\right).
$$

This is the Ielmini–Zhang subthreshold current. The factor 2 comes from writing a difference of two exponentials as a hyperbolic sine. Since $w\ge0$ for hops along the field, the simplified law overestimates the current of this aligned model.

At low voltage, $b\ll kT$, the hyperbolic sine may be replaced by its argument, and the film is ohmic:

$$
I\simeq\frac{NAd^2}{\tau u kT}\,e^{-(E_B-E_F)/kT}\,V .
$$

The first departure from the straight line involves both the hyperbolic sine and the barrier shift. With $x=b/kT$, we have $\sinh x/x\simeq1+x^2/6$ and $w/kT\simeq x^2kT/(4a)$. The current divided by its ohmic value is therefore

$$
1+x^2\left(\frac16-\frac{kT}{4a}\right)+O(x^4).
$$

The current bends upwards if $kT<2a/3$. For weaker Coulomb wells the first correction would have the other sign, which the simplified law cannot show.

When $b\gg kT$, backward hops are negligible, and the simplified law becomes exponential:

$$
I\simeq\frac{NAd}{\tau}\exp\left[-\frac{E_B-E_F}{kT}+\frac{Vd}{2ukT}\right].
$$

This form also needs $w\simeq b^2/4a\ll kT$, so it holds in the window $kT\ll b\ll2\sqrt{akT}$. Such a window exists only if $4a\gg kT$.

At still higher fields, $b\gg a$, the saddle sits close to the source trap, and the distant well contributes only a nearly constant energy $-1/(\kappa d)=-a/4$. Apart from this constant, the energy is approximately $-1/(\kappa z)-Fz$. Its derivative vanishes at $z=1/\sqrt{\kappa F}$, where the energy is $-2\sqrt{F/\kappa}$. The barrier falls as the square root of the field, which is the Poole–Frenkel law of an isolated trap. The linear lowering in the Ielmini–Zhang formula thus belongs to traps close enough together for their wells to overlap. Even in the square-root regime the ratio of forward to backward flux stays $e^{Fd/kT}$, as long as hops are activated and of length $d$; what changes is the even prefactor. These conditions are restrictive. Once $b+w>a$, which happens at $b\simeq0.84a$, the saddle lies above the mobility edge at the target trap, and the electron need not be captured there. With the parameters of the example below this occurs at 0.6 MV/cm, and the barrier seen from the shallowest trap has vanished by $b=2a$, so the square-root regime is not reached with activated hops of length $d$.

Two logarithmic derivatives are useful for comparing the law with data. Differentiating $\ln I$ with respect to $V$ gives

$$
\frac{d\ln I}{dV}=\frac{d}{2ukT}\coth\frac{b}{kT}-\frac1{kT}\frac{dw}{dV}.
$$

For the temperature dependence, set $\beta=1/kT$ and hold $V$, $E_F$, $\tau$ and the material parameters fixed. The relevant terms of $\ln I$ are $-\beta(E_B-E_F+w)+\ln\sinh(\beta b)$, so the apparent activation energy is

$$
E_A=-\frac{d\ln I}{d\beta}=E_B-E_F+w-b\coth\frac{b}{kT}.
$$

As $b\to0$, $b\coth(b/kT)\to kT$ and $E_A\to E_B-E_F-kT$. The missing $kT$ comes from the factor $1/kT$ in the ohmic conductance. For $b\gg kT$ the result tends to $E_B-E_F+w-b$, the field-lowered barrier.

For a numerical example take round model parameters: $d=40$ Å, $u=400$ Å, $\kappa=10$, a mobility edge 0.55 eV above $E_F$, $\tau=10^{-14}$ s, $A=10^6$ Å$^2$ and a temperature of 300 K, for which $kT=0.02585$ eV. With $N=d^{-3}$, the number of traps feeding a plane is $NAd=A/d^2=625$. A random sampling of trap positions gives 622, in agreement within the sampling tolerance. The Coulomb lowering is $a=0.1440$ eV, so $E_B-E_F=0.550-0.144=0.406$ eV.

At $V=0.50$ eV the film contains ten hops, and each lowers the energy by 0.050 eV. Half of this is $b=0.025$ eV, so $b/kT=0.967$. The prefactor is $2\times625/10^{-14}\ \mathrm{s}=1.25\times10^{17}$ s$^{-1}$. The Boltzmann factor is $e^{-0.4060/0.02585}\simeq1.51\times10^{-7}$, and $\sinh0.967\simeq1.125$. Their product is $2.12\times10^{10}$ s$^{-1}$; without intermediate rounding it is $2.13\times10^{10}$ electrons per second, or 3.41 nA.

The barrier shift at this voltage is $b^2/4a=0.025^2/(4\times0.144)=0.00109$ eV to leading order, while the numerically located saddle gives 0.00108 eV. The factor $e^{-w/kT}=0.959$ reduces the current to $2.04\times10^{10}$ s$^{-1}$, or 3.27 nA. This agrees with an independent solution of the steady master equation for a chain of eleven traps, with random energies between 0.151 and 0.240 eV above $E_F$. That solution fixes the occupations of the end traps alone and uses the numerical saddle. The test required agreement with the hyperbolic sine times $e^{-w/kT}$ to one part in $10^7$ at each of four voltages, and it also confirmed that the forward flux is the same on every link despite the unequal traps.

The currents show how the simplified law loses accuracy:

| $V$ (eV) | simplified law (nA) | chain (nA) | chain/law |
|---:|---:|---:|---:|
| 0.10 | 0.589 | 0.588 | 0.998 |
| 0.25 | 1.52 | 1.51 | 0.990 |
| 0.50 | 3.41 | 3.27 | 0.959 |
| 1.00 | 10.25 | 8.71 | 0.849 |

At 1 eV the simplified law is about 18% above the chain result. Here $w=0.0042$ eV, which is 0.16 $kT$ and no longer negligible. The backward flux is by then only 2% of the forward flux, so the exponential regime is being reached just as the barrier shift starts to matter. The upper edge of the window, $2\sqrt{akT}$, is 0.12 eV, less than five times $kT$. For these parameters there is no wide range of voltage with a purely exponential current.

At the low end, the simplified law at 0.10 eV exceeds its ohmic line by 0.6%, as $x^2/6$ with $x=0.193$ predicts. The chain current exceeds the line by 0.46%, the smaller value expected from the combined correction. At 1 eV the simplified law lies a factor 1.75 above the ohmic line.

Exclusion has only a small effect here. The largest trap occupation is 0.003. With the occupations of different traps treated as independent, allowing at most one electron per trap lowers the chain current by 0.10% at 0.1 eV and by 0.04% at 1 eV, relative to the dilute chain. Correlations between the occupations, which this treatment neglects, raise the first figure to 0.20% and leave the second unchanged.

At 0.50 eV the barrier shift changes the slope by a larger fraction than the current. The simplified law gives $d\ln I/dV=2.59$ eV$^{-1}$, while the chain gives 2.42 eV$^{-1}$. Suppose the chain's slope were interpreted with the simplified law. One would solve $x\coth x=V\,d\ln I/dV=1.21$ and find $x\simeq0.81$ in place of 0.967. The inferred hop length would be about $40\times0.81/0.967\simeq34$ Å, although the chain was built with 40 Å. A trap spacing extracted in this way therefore inherits an error from the neglected barrier shift, larger in relative terms than the 4% error in the current itself.

The activation energy of the chain falls from 0.380 eV at 0.01 eV to 0.374 eV at 0.50 eV and 0.358 eV at 1.00 eV. The first value is $E_B-E_F-kT$ to the digits given. At 1 eV the formula reads $0.406+0.004-0.052=0.358$ eV, where the last term is $b\coth(b/kT)$ with $b=0.050$ eV.

The derivation rests on a uniform field, hops directed along the field, equal hop lengths and a common attempt time. For a hop at an angle $\theta$ to the field, $b$ becomes $b\cos\theta$, and the transverse force lowers the saddle, so that $w\simeq\kappa F^2d^3(\cos^2\theta/64-\sin^2\theta/32)$ is negative for oblique hops. Averaged over directions, the term $x^2/6$ becomes $x^2/10$ and the barrier shift slightly raises the current instead of lowering it. The hop length inferred from the slope at 0.50 eV would then be about 32 Å, an error that comes mainly from the orientations. If the spacings vary, the field energy gained per hop and the height of the barrier top vary too. Both enter the current nonlinearly, so inserting the mean spacing is a further approximation. In the example, a 10% change of $d$ shifts the zero-field barrier top by about 0.014 eV, more than half of $kT$. In a disordered film this approximation can therefore outweigh the small corrections resolved above. The law also fails when the barrier seen from the shallowest traps approaches $kT$, when tunnelling through the barrier competes with passage over it, or when the field heats the electrons so that their occupation no longer follows the lattice temperature.

Quantum effects at the saddle cannot be assumed negligible even in the example. Near its top the zero-field barrier is an inverted parabola with $\hbar\omega=\sqrt{8a\hbar^2/(md^2)}\simeq0.074$ eV, if $m$ is the free-electron mass. The parabolic-barrier factor $(\hbar\omega/2kT)/\sin(\hbar\omega/2kT)$ is then about 1.4, and on its own it would lower the activation energy by about 0.02 eV. The saddle also confines the motion across the hop, with $\hbar\omega_\perp=\hbar\omega/\sqrt2\simeq0.052$ eV in each of two directions. The zero-point motion there contributes a factor of about 0.72, which for this mass cancels most of the parabolic gain. The balance depends strongly on the mass: for an effective mass of $0.3m$ the parabolic factor is about 5 and the transverse one 0.36. The digits quoted above therefore describe the over-barrier model and are not predictions for a real film.

Amorphous chalcogenides usually conduct by holes. The same derivation then applies with the energies mirrored about $E_F$, so that the barrier is measured downwards towards the valence-band mobility edge.

Threshold switching itself lies outside the formula. The hyperbolic sine rises steadily with $V$ and assigns one current to each voltage, so it has no branch on which the current grows while the voltage falls. A description of switching has to add a feedback, for example a change of the occupations, the field distribution or the temperature as the current grows. The law derived here is a model of the high-resistance state from which such an instability starts.

## Calculated quantities

```
temperature = 300 K, kT = 0.02585 eV
hop length d = 40 angstrom, thickness u = 400 angstrom
hops across film = 10, relative permittivity = 10
attempt time = 1.0e-14 s, area = 1.0e+06 angstrom^2
trap density = 1.5625e-05 angstrom^-3, N A d = 625.0
mobility edge above E_F = 0.550 eV
Coulomb lowering 4/(kappa d) = 0.1440 eV
barrier E_B - E_F = 0.4060 eV
trap energies above E_F: 0.151 to 0.240 eV
V = 0.10 eV: F = 0.000250 eV/angstrom, b = 0.0050 eV, b/kT = 0.1934
  shift w: saddle 0.000043 eV, quadratic 0.000043 eV
  forward 1.1444e+10 /s, backward 7.7731e+09 /s
  sinh law 3.6773e+09 /s = 0.5892 nA
  master equation 3.6711e+09 /s = 0.5882 nA
  master/sinh = 0.9983
V = 0.25 eV: F = 0.000625 eV/angstrom, b = 0.0125 eV, b/kT = 0.4835
  shift w: saddle 0.000271 eV, quadratic 0.000271 eV
  forward 1.5162e+10 /s, backward 5.7648e+09 /s
  sinh law 9.4964e+09 /s = 1.5215 nA
  master equation 9.3975e+09 /s = 1.5056 nA
  master/sinh = 0.9896
V = 0.50 eV: F = 0.001250 eV/angstrom, b = 0.0250 eV, b/kT = 0.9670
  shift w: saddle 0.001077 eV, quadratic 0.001085 eV
  forward 2.3835e+10 /s, backward 3.4454e+09 /s
  sinh law 2.1257e+10 /s = 3.4057 nA
  master equation 2.0389e+10 /s = 3.2667 nA
  master/sinh = 0.9592
V = 1.00 eV: F = 0.002500 eV/angstrom, b = 0.0500 eV, b/kT = 1.9341
  shift w: saddle 0.004220 eV, quadratic 0.004340 eV
  forward 5.5512e+10 /s, backward 1.1600e+09 /s
  sinh law 6.3990e+10 /s = 10.2523 nA
  master equation 5.4352e+10 /s = 8.7082 nA
  master/sinh = 0.8494
exclusion at V = 0.1 eV: current ratio = 0.99904, largest occupation = 0.00295
exclusion at V = 1.0 eV: current ratio = 0.99964, largest occupation = 0.00296
traps crossing a plane, random count = 622.1
ohmic coefficient I/V = 3.6545e+10 /(s eV)
sinh law / ohmic line at V = 1 eV: 1.7510
activation energy at V = 0.01 eV: 0.3801 eV
activation energy at V = 0.50 eV: 0.3736 eV
activation energy at V = 1.00 eV: 0.3581 eV
zero-field activation energy E_B - E_F - kT = 0.3802 eV
d ln I/dV at V = 0.5 eV: master 2.4223 /eV, with w 2.4199 /eV, sinh law 2.5877 /eV
```
